Direct and indirect relativistic effects on the gold 5d shell

Someone preparing a calculation on a gold compound may be tempted to economize: keep the potential of a non-relativistic atom and use a relativistic equation only for the valence electrons. For the 5d shell this choice gives a size change of the wrong sign. The relativistic equation alone makes the shell smaller, whereas the fully relativistic atom has a larger mean 5d shell. The missing part is the change in the potential, and the gold atom itself shows where that change comes from.

**The model atom**

The atom has nuclear charge Z = 79, a point nucleus and the configuration 5d¹⁰6s¹, averaged to spherical symmetry. Hartree atomic units are used, with c = 137.036. Each electron moves in the mean-field potential energy

V(r) = −Z/r + V_H(r) + V_x(r).

Here V_H is the electrostatic repulsion from the electron density ρ, and V_x = −(3ρ/π)^(1/3) is local-density exchange. Correlation is omitted.

A non-relativistic 5d electron has the radial function P, normalized by ∫P² dr = 1, and obeys

−½P″ + 3P/r² + VP = εP.

The Dirac equation has a large component P and a small component Q:

(V − ε)P + c(−d/dr + κ/r)Q = 0,
c(d/dr + κ/r)P + (V − 2c² − ε)Q = 0.

The energy ε excludes the rest energy. For d electrons κ = 2 means j = 3/2 and κ = −3 means j = 5/2. These subshells hold 4 and 6 electrons, so "mean 5d" below is the average with weights 0.4 and 0.6. The Dirac radial density is P² + Q².

Solving the Schrödinger atom to self-consistency gives a potential V_N; solving the Dirac atom gives V_R. Either equation can then be solved in either potential. The direct effect is the change of equation at fixed potential, and the indirect effect is the change of potential at fixed equation. The radial equations were solved by matrix diagonalization in a B-spline basis. Differences quoted below were rounded after subtraction.

**What the equation does by itself**

Write u = ε − V and G = P′ + κP/r. The second Dirac equation gives

Q = cG/(2c² + u) ≈ (G/2c)(1 − u/2c²).

Inserting this into the first equation gives

(V − ε)P − ½(d/dr − κ/r)G + (1/4c²)(d/dr − κ/r)(uG) = 0.

In the second term the first derivatives of P cancel:

(d/dr − κ/r)(P′ + κP/r) = P″ − κ(κ + 1)P/r².

Since κ(κ + 1) = 6 for both d subshells, the first two terms are the Schrödinger equation. The third is the leading relativistic correction. Multiply by the non-relativistic P, integrate, and move the derivative by parts; the boundary terms vanish because P ~ r³ at the nucleus and P decays at large r. To order 1/c²,

Δε_κ = −(1/4c²) ∫ u(P′ + κP/r)² dr,

with all quantities on the right non-relativistic. Near the nucleus u is large and positive, so this region lowers the energy. There P ~ r³ makes the squared bracket proportional to (3 + κ)²r⁴. It is 25r⁴ for j = 3/2 and vanishes at this order for j = 5/2, which favours a larger stabilization of 5d3/2.

For the mean, the averages of κ and κ² are

0.4·2 + 0.6·(−3) = −1,
0.4·4 + 0.6·9 = 7.

The averaged square is therefore P′² − 2PP′/r + 7P²/r². The Schrödinger equation gives PP″ = 6P²/r² − 2uP², and (P²)″ = 2P′² + 2PP″, so

P′² = ½(P²)″ − 6P²/r² + 2uP².

Substituting this, and using (P²/r)′ = 2PP′/r − P²/r², turns the averaged square into

½(P²)″ − (P²/r)′ + 2uP².

Multiply by u and integrate by parts, with u′ = −V′ and u″ = −V″:

∫u[…] dr = −½∫P²(V″ + 2V′/r) dr + 2∫u²P² dr.

The bracket V″ + 2V′/r is ∇²V. Restoring the factor −1/4c² gives

Δε = −⟨(ε − V)²⟩/(2c²) + ⟨∇²V⟩/(8c²).

The first term is the mass-velocity correction and the second the Darwin correction. Spin–orbit coupling has cancelled in the weighted mean at this order.

In V_N the two terms are −0.0657 and −0.0009 hartree, together −0.0666 hartree. The full Dirac equation gives −0.0733 hartree, so higher orders supply about 9% of the full direct shift. The expansion requires |u| ≪ 2c². It fails for r comparable with Z/2c² ≈ 0.002 bohr, but the factor r³ keeps a d electron largely away from there.

Lower energy also means a faster decay. Where V is negligible and the centrifugal term is small, P falls roughly as exp(−√(2|ε|) r). The direct effect changes ε from −0.258 hartree to −0.373 hartree for 5d3/2 and −0.304 hartree for 5d5/2 (mean −0.332), raising the decay constant from about 0.72 to 0.86 and 0.78 per bohr; far out, the slower 5d5/2 decay governs the shell. This explains a shorter tail; the computed mean radius, which includes the interior, falls from 1.591 to 1.501 bohr.

**Changing the equation and the potential separately**

The four combinations give these mean 5d energies and radii:

Schrödinger in V_N: −0.258 hartree, 1.591 bohr
Dirac in V_N: −0.332 hartree, 1.501 bohr
Schrödinger in V_R: −0.158 hartree, 1.752 bohr
Dirac in V_R: −0.217 hartree, 1.637 bohr

Changing the equation first, then the potential, gives

Δε = −0.073 + 0.114 = +0.041 hartree,
Δ⟨r⟩ = −0.090 + 0.136 = +0.046 bohr.

Changing the potential first gives

Δε = +0.100 − 0.059 = +0.041 hartree,
Δ⟨r⟩ = +0.160 − 0.114 = +0.046 bohr.

The totals agree because both routes join the same end points. The individual effects depend on the order, but their signs do not in this atom. The net result is a rise of 1.12 eV and an expansion of 2.4 pm.

The statement about expansion concerns the mean shell. In the Dirac atom 5d5/2 has a radius of 1.674 bohr, but 5d3/2 has 1.582 bohr, slightly below the non-relativistic value. For 5d3/2 the direct contraction narrowly wins.

The 6s shell behaves differently. Its radius changes from 3.418 to 2.774 bohr when the Dirac equation is used in V_N, and returns only to 2.896 bohr in V_R. Its potential also changes in the expanding direction, but the direct contraction is much larger.

**How a contracted shell pushes 5d outward**

Let n(r) be the radial electron density and N(r) the number of electrons inside r. Then

V_H(r) = N(r)/r + ∫_r^∞ n(s)/s ds.

On differentiation the two terms n/r cancel, leaving dV_H/dr = −N/r². If relativity changes N by ΔN, integration inward from infinity, where ΔV_H = 0, gives

ΔV_H(r) = ∫_r^∞ ΔN(s)/s² ds.

The first-order shift of a 5d electron is ∫P²ΔV_H dr. Exchanging the order of integration collects, for each s, the part of 5d that lies inside s:

Δε_H = ∫_0^∞ ΔN(s)F(s)/s² ds, with F(s) = ∫_0^s P² dr.

Suppose one electron moves inward from radius b to radius a. Then ΔN = 1 between a and b, and the 5d energy rises. The shift is the integral of F/s² from a to b. Very close to the nucleus F grows only as s⁷, so a move there hardly matters. Farther out, even a small F can count, because it is divided by s²: the 5d orbital has inner lobes, and they feel the screening strongly. If the move takes place where F is almost one, the shift approaches 1/a − 1/b.

A higher energy is not yet a larger shell. A potential shift that is constant across the shell raises ε and leaves P unchanged. The outward push comes from the slope, dΔV_H/dr = −ΔN/r²: extra charge inside r weakens the attraction at r. This acts on the small inner lobes of 5d as well as on the large outer one, and a change at the inner lobes alters the whole orbital. The size of the expansion therefore has to be found by solving the radial equation again in the changed potential.

The initial push, measured here by the energy shift, follows from replacing each Schrödinger shell density by its Dirac density, both calculated in the unchanged V_N. The contributions to Δε_H are +0.070 hartree from 1s to 5s, +0.061 from 6s and +0.138 from 2p to 5p. Together the s and p shells give +0.269 hartree. The inner d shells and 4f add only +0.028 and +0.015 hartree.

The largest single contribution, +0.159 hartree, comes from 5d itself: the density of ten electrons has contracted, and its stronger repulsion acts back on the shell. In this mean field that includes each electron's repulsion from itself. This part opposes the contraction that produced it. Whether it could by itself turn contraction into expansion has to be decided with the potential free to respond.

**The potential after the atom has responded**

In the self-consistent atoms, the s and p electrons of the Dirac atom have 0.63 more electrons inside 1 bohr than those of the Schrödinger atom. The d and f electrons have 0.18 fewer. The net excess is 0.45 electron. At 2 bohr the corresponding changes are +0.15 and −0.21, so the Dirac atom encloses slightly fewer electrons there. The stronger screening is thus not uniform in radius; its effect on the 5d energy depends on the whole integral over ΔN, not on the excess at one radius.

To divide the final indirect shift without a first-order approximation, solve the Schrödinger equation in V_N + λΔV, where ΔV = V_R − V_N. With H the Hamiltonian and P normalized, differentiating ε = ⟨P|H|P⟩ gives

dε/dλ = ⟨ΔV⟩_λ + ε d⟨P|P⟩/dλ = ⟨ΔV⟩_λ,

because the norm is constant. Hence

ε(V_R) − ε(V_N) = ∫_0^1 ⟨ΔV⟩_λ dλ.

This integral is additive in the parts of ΔV. Evaluated numerically, it gives

s and p electrostatics: +0.184 hartree
d and f electrostatics: −0.088 hartree
exchange: +0.004 hartree
sum: +0.100 hartree

The radius shows the same signs. Adding and subtracting 2% of each part in V_N, and scaling the response linearly to the whole part, gives +0.231, −0.098 and +0.005 bohr. Their sum is +0.138 bohr, compared with the actual +0.160 bohr; the linear estimate misses the curvature of a finite change. Electrostatic screening by s and p electrons drives the expansion, while the rearranged d and f charge limits it. That charge includes the 5d shell itself: as the shell expands, its electrons screen one another less, so much of the limit is a response to the expansion and not a separate cause.

**Separating cause from response**

The causal question can be put to two further self-consistent atoms. In the first, only s and p electrons obey the Dirac equation. The 5d electrons retain the Schrödinger equation, so relativity can reach them only through the potential. Their radius grows from 1.591 to 1.670 bohr and their energy rises from −0.258 to −0.207 hartree.

In the second atom, only d and f electrons obey the Dirac equation. All electrons still respond to the changed potential, including the increased repulsion within 5d. The mean 5d radius nevertheless falls to 1.558 bohr. The combined feedback, which includes the 5d self-repulsion found in the initial push as well as the changes in 3d, 4d, 4f and the response of the s and p shells, weakens the direct contraction but does not reverse it.

The two radius changes, +0.078 and −0.033 bohr, add to +0.045 bohr, close to the full +0.046 bohr. In this model the expansion therefore requires the relativistic s and p shells. They include 6s, whose share of the expansion is not separated here from that of the inner shells.

For the calculation at the start, the Dirac equation in V_N gives a 5d radius of 1.501 bohr instead of 1.637 bohr, an error of about 8% relative to the full Dirac atom. That figure is for a potential held completely fixed. If only the non-relativistic core density is frozen and Dirac 5d and 6s electrons are made self-consistent, the radius is 1.569 bohr, still a contraction; if 5s and 5p also obey the Dirac equation, it is 1.625 bohr, within 1% of the full atom. The screening by relativistically contracted s and p electrons, chiefly 5s, 5p and 6s, must therefore enter the calculation, either built into the potential or pseudopotential or through a relativistic, self-consistent treatment of these shells. The numerical balance belongs to this configuration and exchange-only mean field. Another atom or charge state needs its own comparison, since two effects of opposite sign and similar size decide the outcome.
